# Largest current through parallel fuses with uniformly distributed failure currents

## Problem

A current source drives a total current $I$ through $N$ fuses connected in parallel. All intact fuses have the same resistance, so $n$ intact fuses carry $I/n$ each. Fuse $j$ breaks, permanently, when its current exceeds its threshold $t_j$. The thresholds are independent random numbers, uniformly distributed between zero and a largest value $i_0$. Until the copper example, currents are in units of $i_0$, so that $0\le t_j\le 1$.

The source is turned up slowly from zero. After each break the current redistributes among the survivors before $I$ rises further; transients during a break are ignored. Let $I_{\max}$ be the largest total current at which some fuses remain intact.

(a) Express $I_{\max}$ through the ordered thresholds $t_{(1)}\le t_{(2)}\le\dots\le t_{(N)}$. Apply the result to five fuses with thresholds 0.15, 0.35, 0.50, 0.80 and 0.90.

(b) Replace the random number of survivors by its mean. At what current per fuse does the total current peak?

(c) Show that the maximum sustainable current is $N/4$ to leading order for large $N$, in the sense that $I_{\max}/N\to 1/4$ in probability.

(d) For finite $N$, is the mean of $I_{\max}$ above or below $N/4$? How large are the deviations?

(e) A row of 400 copper fuse wires has thresholds spread uniformly from 0 to 3.0 A. Find the leading estimate of the sustainable current and judge how far it can be trusted.

## Hints

1. The weakest intact fuse breaks first. Ask which total current the set $k,k+1,\dots,N$ can carry.
2. Let $S_N(x)$ be the fraction of fuses with $t_j\ge x$. Multiply it by the current $x$ in each of them.
3. For (c), a maximum cannot move by more than the largest change of the function. Since $S_N$ decreases with $x$, it is enough to control it at a few points.
4. For (d), a maximum over $x$ is at least the value at any chosen $x$.
5. For (e), ask whether a wire that has been weakened still has the same resistance as the others.

## Solution

### (a) The ordered thresholds

Suppose that fuses $k,\dots,N$ in the ordered list are intact. There are $N-k+1$ of them, and the weakest has threshold $t_{(k)}$. The set is stable if

$$\frac{I}{N-k+1}\le t_{(k)},\qquad\text{that is}\qquad I\le (N-k+1)\,t_{(k)} .$$

If this holds for some $k$, the members of that set also survive the earlier part of the ramp. While other fuses are still intact, the current is shared among more fuses and the total is no larger, so each member carries no more than $I/(N-k+1)$. If the inequality fails for every $k$, each set in turn loses its weakest fuse until none is left. Therefore

$$I_{\max}=\max_{1\le k\le N}\,(N-k+1)\,t_{(k)} . \tag{1}$$

For the five fuses:

| threshold | fuses sharing | total |
|---|---|---|
| 0.15 | 5 | 0.75 |
| 0.35 | 4 | 1.40 |
| 0.50 | 3 | 1.50 |
| 0.80 | 2 | 1.60 |
| 0.90 | 1 | 0.90 |

The largest entry gives $I_{\max}=1.60$. As the current passes 0.75, 1.40 and 1.50, one fuse breaks each time and the rest hold. Just above 1.60 the fuse with threshold 0.80 breaks. The last one then receives the whole current, far above 0.90, and breaks too. The first failure is thus not the failure of the system.

### (b) The mean load curve

Let $x$ be the current in each intact fuse. Since the fuses have equal resistance, $x$ is also the common voltage in suitable units. The fuses able to carry $x$ number $N S_N(x)$, so together they carry $N x S_N(x)$. Between two neighbouring thresholds, $t_{(k-1)}<x\le t_{(k)}$, the number is constant and equals $N-k+1$, so the product is largest at $x=t_{(k)}$. Equation (1) is therefore the same as

$$\frac{I_{\max}}{N}=\sup_{0\le x\le 1} x\,S_N(x). \tag{2}$$

A uniform threshold is at least $x$ with probability $1-x$, so the mean of $S_N(x)$ is $1-x$. The mean load per original fuse is

$$x(1-x)=\frac14-\left(x-\frac12\right)^2 . \tag{3}$$

It peaks at $x=1/2$, with value $1/4$. Half the fuses are then intact, and each carries half the largest threshold: $\tfrac12\times\tfrac12=\tfrac14$.

Below the peak, raising $x$ adds more current in the survivors than is lost through breakage. Above it, the loss is larger. A current source cannot follow the falling branch, because the survivors can no longer carry the imposed total, and the remaining fuses break in a cascade. If the voltage were imposed instead, the falling branch could be traced.

### (c) Why the random sample follows the mean curve

The peak of a mean curve need not be the typical peak of a random curve, so the fluctuations must be bounded. Define

$$D=\sup_{0\le x\le1}\left|S_N(x)-(1-x)\right| .$$

The functions $xS_N(x)$ and $x(1-x)$ differ by $x[S_N(x)-(1-x)]$, whose magnitude is at most $D$ because $x\le1$. Two functions that differ by at most $D$ everywhere have suprema that differ by at most $D$. With (2) and (3),

$$\left|\frac{I_{\max}}{N}-\frac14\right|\le D . \tag{4}$$

It remains to show that $D$ tends to zero. Divide $[0,1]$ into $m$ equal cells, and let $\Delta$ be the largest value of $|S_N(x)-(1-x)|$ at the points $x=j/m$. For $x$ in a cell $[a,b]$ with $b-a=1/m$, monotonicity gives $S_N(b)\le S_N(x)\le S_N(a)$. Hence

$$S_N(x)-(1-x)\le \left[S_N(a)-(1-a)\right]+(x-a)\le\Delta+\frac1m ,$$

$$S_N(x)-(1-x)\ge \left[S_N(b)-(1-b)\right]-(b-x)\ge-\Delta-\frac1m ,$$

so that $D\le\Delta+1/m$.

At a fixed $x$, $NS_N(x)$ is a sum of $N$ independent variables that are 1 with probability $1-x$ and 0 otherwise. Each has variance $x(1-x)$, so $S_N(x)$ has variance $x(1-x)/N$. Chebyshev's inequality bounds the probability of a deviation larger than $e$ by this variance divided by $e^2$. At $x=0$ and $x=1$ the deviation vanishes with probability one. Adding the bounds for the interior points gives

$$P(\Delta>e)\le\frac{1}{Ne^2}\sum_{j=1}^{m-1}\frac{j(m-j)}{m^2} .$$

The sum follows from $\sum j=m(m-1)/2$ and $\sum j^2=(m-1)m(2m-1)/6$:

$$\sum_{j=1}^{m-1}j(m-j)=\frac{m^2(m-1)}{2}-\frac{(m-1)m(2m-1)}{6}=\frac{m(m^2-1)}{6}.$$

Therefore

$$P\!\left(\left|\frac{I_{\max}}N-\frac14\right|>e+\frac1m\right)\le\frac{m^2-1}{6mNe^2}. \tag{5}$$

For any desired accuracy $\eta>0$, take $e=\eta/2$ and a fixed $m\ge2/\eta$. Then $e+1/m\le\eta$, and the right side of (5) vanishes as $N\to\infty$. This proves

$$\frac{I_{\max}}{N}\to\frac14,\qquad I_{\max}\simeq\frac{N}{4}\,i_0\ \text{ in ordinary units.}$$

### (d) Finite samples

Let $B$ be the number of thresholds that are at least $1/2$. Choosing $x=1/2$ in (2) gives $I_{\max}\ge B/2$. The mean of $B$ is $N/2$, so

$$\langle I_{\max}\rangle\ge\frac N4 .$$

The mean thus lies at or above $N/4$, although a single sample can lie below it. The variance of $B$ is $N/4$, so $B/2$ has standard deviation $\sqrt N/4$. Relative to $N/4$, this spread is $1/\sqrt N$.

The excess of $I_{\max}$ over $B/2$ arises because the maximum can select a favourable point near $x=1/2$. Its size follows from a scaling estimate, which is not a proof. Put $x=1/2+u$. The mean curve costs $Nu^2$. The number of thresholds between $1/2$ and $x$ fluctuates by about $\sqrt{N|u|}$, and each fuse carries about $1/2$, so the possible gain is about $\sqrt{N|u|}/2$. Equating cost and gain,

$$N u^2\sim\frac{\sqrt{N|u|}}2\quad\Rightarrow\quad |u|\sim(4N)^{-1/3},\qquad Nu^2\sim\frac{N^{1/3}}{4^{2/3}} .$$

The excess should grow as $N^{1/3}$; the estimate does not fix the coefficient. Random samples give:

| $N$ | mean $I_{\max}/N$ | spread$/(\sqrt N/4)$ | excess$/N^{1/3}$ |
|---|---|---|---|
| 10 | 0.311 | 0.998 | 0.283 |
| 100 | 0.264 | 0.978 | 0.299 |
| 1000 | 0.253 | 0.972 | 0.307 |
| 10000 | 0.251 | 0.972 | 0.310 |

The mean approaches $1/4$ from above, and the last column is nearly constant, as the estimate requires. The measured spread lies within 3 percent of $\sqrt N/4$. For the two largest sizes, with 5000 and 2000 samples, the sampling error of the spread is itself about 1 and 1.6 percent, so the table does not show how the small remaining difference changes with $N$.

### (e) Copper fuse wires

The wires are 0.10 mm thick and 1000 mm long. They lie well apart in a horizontal row in nitrogen, which prevents oxidation. Each has a 20 mm section thinned to a different degree, and this is the source of the spread in thresholds. With $i_0=3.0$ A,

$$I_{\max}\simeq\frac{400\times3.0\ \text{A}}4=300\ \text{A}.$$

At the mean peak 200 wires are intact and carry 1.5 A each. Sampling gives a mean excess of 6.7 A and hence a mean capacity of about 307 A. The sampled standard deviation is 14.6 A, uncertain by about 0.1 A and close to $i_0\sqrt N/4=15.0$ A. In 5 percent of samples the capacity is below 283 A.

**Is 3 A reasonable?** For a long wire of diameter $d$ and cross-section $A=\pi d^2/4$, Joule heating per length balances heat loss to surroundings at $T_a$. At the melting point $T_m$,

$$\frac{i_0^2\rho(T_m)}A=h\pi d\,(T_m-T_a). \tag{6}$$

The following material data are rough. With heat transfer coefficient $h=300$ W/(m² K), $T_m=1358$ K and $T_a=293$ K, the right side is about 100 W/m. The resistivity, 1.7 µΩ cm when cold, grows by the factor $1+0.0039\times1065\approx5.15$, if the linear law is extended to melting. Equation (6) then gives 3.00 A. The linear law underestimates the hot resistivity: tabulated values for solid copper at its melting point, about 10 µΩ cm, are some six times the cold value and give about 2.8 A. The close agreement with the chosen value has no significance beyond the rough inputs, but the regime is right.

**Unequal sharing.** With $A\propto d^2$ and $h$ taken as independent of diameter, equation (6) gives a fusing current proportional to $d^{3/2}$. If the thinned section has diameter $d'$, then $t=(d'/d)^{3/2}$, and its resistance per length is larger by $(d/d')^2=t^{-4/3}$ at equal temperature. It is also hotter. Consider a wire with $t=1/2$ about to fail. In units of the cold resistance of a whole unthinned wire, its thinned section contributes

$$0.02\times2^{4/3}\times5.15\approx0.26 .$$

With the same $h$, the full-width part is 65 K above the surroundings and contributes $0.98\times(1+0.0039\times65)\approx1.23$. (In real nitrogen $h$ is smaller around a cooler wire, because the gas conducts less heat; a free-convection correlation gives a rise of roughly twice this.) The weak wire therefore has about 20 percent more resistance than its full-width part alone, and it carries less than an equal share.

This helps the row. At the equal-sharing peak the wires just above $t=1/2$ are at their limit, while stronger ones have current to spare. A small shift of current from weak to strong wires relieves the former without overloading the latter. Solving for the currents at a common voltage, with this resistance and self-heating included, raises the capacity by 11.6 percent, or about 35 A. That is more than twice the sample-to-sample standard deviation, and larger than the changes from warmer surroundings and radiation found below. The correction is itself rough, and its size depends strongly on the assumption that $h$ is independent of diameter. For wires this thin in still gas, $h$ rises as the diameter falls. A weak wire must then have a thinner, more resistive section to fail at the same current, and the gain can be several times larger. With $h\propto1/d$ it is about 50 percent, and almost no wire breaks before the peak, so the picture of part (b) no longer applies. The figure of 11.6 percent therefore belongs to the constant-$h$ model and is not a prediction for a real row. The model also neglects heat conduction along the wire, whose cold thermal length of 5.8 mm is not small compared with half the thinned section. Conduction raises the threshold of a given thinned section (from 0.50 to about 0.56 for $d'=0.63\,d$), but changes the constant-$h$ gain only to about 11 percent.

**Other effects.** Each is evaluated separately, with the other conditions held fixed.

- Surroundings at 350 K lower every threshold by the factor $\sqrt{(1358-350)/(1358-293)}$, if the cooling law is unchanged. The capacity falls by 2.7 percent.
- Radiation with emissivity 0.1 would raise the fusing current estimated from (6), and with it the capacity, by 3.0 percent.
- At its fusing current, a full-width wire responds in about 1.5 s in the constant-$h$ model; if $h$ rises with temperature, as in a real gas, the time is about half of this. At a ramp of 1 A/s the total current rises in that time by about 0.5 percent of the capacity. In the constant-$h$ model the overshoot is about 4 percent, seven to nine times larger than this, because near the peak the cascade consists of many successive breaks, each with its own delay. To exclude transients, the source should pause at each step near the peak.

**Comparison with a real set of wires.** A fusing current of a few amperes is typical of copper wire this thin. A uniform spread down to zero is not typical of sound wire: it represents a badly and unevenly damaged set. Suppose instead that the thresholds are uniform between $a$ and 1, with $a\ge1/2$. All fuses hold up to $x=a$. Beyond that, the load per fuse is $x(1-x)/(1-a)$, which falls. The capacity is then $aN$ to leading order in $N$ under equal sharing. For $a=0.9$ this is 1080 A in place of 300 A. The factor $1/4$ belongs to the assumed distribution and is not a general derating rule for parallel fuses.

## Variation 1: one fuse and two fuses

For $N=1$, $I_{\max}$ is the threshold itself, with mean $1/2$, twice the value $N/4$.

For $N=2$, let $a$ be the smaller threshold and $b$ the larger. Equation (1) gives $I_{\max}=\max(2a,b)$. For given $b$, the smaller threshold is uniform between 0 and $b$. There are two equally likely cases:

- If $a<b/2$, then $I_{\max}=b$.
- If $a>b/2$, then $I_{\max}=2a$. The mean of $a$ in this range is $3b/4$, so the mean of $I_{\max}$ is $3b/2$.

The average over both cases is $\tfrac12 b+\tfrac12\cdot\tfrac{3b}2=\tfrac{5b}4$. The larger of two uniform numbers has probability density $2b$ and mean $\int_0^1 2b^2\,db=2/3$. Hence

$$\langle I_{\max}\rangle=\frac54\cdot\frac23=\frac56 ,$$

compared with $N/4=1/2$. Sampling gives 0.832. The leading law is thus a poor guide for a handful of fuses.

## Variation 2: unequal conductances

Let the fuses have fixed relative conductances $g$ with mean 1 and relative standard deviation $c$, independent of the thresholds. At a common scaled voltage $v$ a fuse carries $gv$, and it is intact with probability $1-gv$, provided that $gv\le1$. For large $N$ the mean current per original fuse is

$$J(v)=\left\langle gv(1-gv)\right\rangle=v-v^2\langle g^2\rangle=v-(1+c^2)v^2 .$$

Setting $dJ/dv=1-2(1+c^2)v$ to zero gives $v^*=1/[2(1+c^2)]$, and

$$J(v^*)=\frac{1}{2(1+c^2)}-\frac{1}{4(1+c^2)}=\frac{1}{4(1+c^2)} .$$

The result requires $gv^*\le1$ for every fuse. It also requires that no higher peak occurs at larger voltages, where fuses with $gv>1$ have all failed and the formula for $J$ no longer holds. For $g$ between 0.9 and 1.1 this is assured: such voltages exceed $1/1.1$, so every $gv$ exceeds 0.81 and the mean load per fuse is below 0.16. The result returns to $1/4$ for $c=0$. For $g$ uniform within $\pm10$ percent of its mean, $c^2=0.1^2/3\approx0.0033$, and the capacity falls by 0.33 percent. An explicit population with 20000 threshold values agrees with the formula to a relative difference of $4.7\times10^{-6}$.

The sign is opposite to that in the copper example. Here a fuse of high conductance draws extra current whether or not it is strong. There the weak wires had the higher resistance, and the current moved towards the strong ones. What matters is therefore how resistance and threshold are correlated, as well as how widely the resistances vary. The numerical output below lists the values used.

## Computed results

```
Five-fuse example (currents in units of i0)
  threshold 0.15, fuses sharing 5, total 0.75
  threshold 0.35, fuses sharing 4, total 1.40
  threshold 0.50, fuses sharing 3, total 1.50
  threshold 0.80, fuses sharing 2, total 1.60
  threshold 0.90, fuses sharing 1, total 0.90
  capacity found by cascade: 1.60 i0
N=1: sampled mean capacity 0.500 i0, exact 0.500 i0
N=2: sampled mean capacity 0.832 i0, exact 0.833 i0
Random samples: mean capacity/N, std/(sqrt(N)/4), excess/N^(1/3), survivors/N
  N=10: 0.3110, 0.998, 0.283, 0.586
  N=100: 0.2639, 0.978, 0.299, 0.518
  N=1000: 0.2531, 0.972, 0.307, 0.503
  N=10000: 0.2507, 0.972, 0.310, 0.501
Conductance-spread peak: relative difference from formula
  2000 thresholds: 3.9e-04
  20000 thresholds: 4.7e-06
Copper-wire example: inputs (material data rough)
  wires 400, largest failure current 3.0 A
  diameter 0.10 mm, length 1000 mm, thinned part 20 mm
  resistivity at 293 K 1.7 uohm cm, coefficient 0.0039 1/K
  heat transfer 300 W/(m2 K), melting point 1358 K
  thermal conductivity 400 W/(m K)
  density 8960 kg/m3, specific heat 385 J/(kg K)
Copper-wire example: results
  fusing current from heat balance: 3.00 A
  leading capacity N i0/4: 300.0 A
  current per surviving wire at the mean peak: 1.50 A
  mean finite-N excess: 6.7 A
  mean capacity: 306.7 A
  standard deviation, sampled: 14.6 A
  standard deviation, i0 sqrt(N)/4: 15.0 A
  5 percent lower point of capacity: 283.0 A
  temperature rise of full-width wire at half fusing current: 65 K
Neglected effects: change of the leading capacity
  thinned hot section in sharing: +11.6 %
  conductance tolerance +/-10 %: -0.33 %
  surroundings at 350 K: -2.7 %
  radiation, emissivity 0.1: +3.0 %
  thermal response time near melting: 1.48 s
  total-current rise in that time at 1 A/s: 0.49 % of capacity
  cold thermal length along wire: 5.8 mm
```
